# Purge times that clear only the more weakly binding surface

## The problem

A precursor vapour has covered a wafer that carries two kinds of surface. On one the molecules are bound by 0.9 eV, on the other by 1.3 eV. Desorption has a prefactor of \(10^{13}\) s⁻¹ on both, and the wafer is at 450 K. The precursor supply is now shut off and the chamber is purged with inert gas. Compare the residence times on the two surfaces, and find the purge durations that clear only the weakly binding one.

## A tempting solution

The residence time of a molecule with binding energy \(E\) is

\[
\tau=\frac{1}{\nu}\,e^{E/kT},
\]

where \(\nu\) is the prefactor. At 450 K, \(kT=0.038778\) eV, so the exponents are 23.209 and 33.524. They give \(\tau_w=1.20\) ms on the weak surface and \(\tau_s=36\) s on the strong one. A molecule leaves after its residence time. Any purge longer than 1.2 ms and shorter than 36 s therefore empties the weak surface and leaves the strong surface covered.

## Where it fails

The two residence times are right. The fault is the sentence "a molecule leaves after its residence time". Desorption is random, and \(\tau\) is only the mean of a broad distribution of waiting times. With exponential decay, a purge of length \(\tau_w\) leaves a fraction \(e^{-1}\approx0.37\) of the molecules on the weak surface, which is far from clear. A purge of length \(\tau_s\) removes \(1-e^{-1}\approx0.63\) of the molecules from the strong surface, which is far from untouched. Both ends of the proposed range fail.

There is a second gap. An exponential never reaches zero, and the strong surface starts to lose molecules at once. "Clears only the weak surface" thus has no definite meaning until we say how much may remain on one surface and how much may be lost from the other. We take

- weak coverage at most \(\varepsilon=0.001\),
- strong coverage at least \(1-\delta=0.95\).

Coverage \(\theta\) means the occupied fraction of the adsorption sites.

## The decay law

We first assume one binding energy per surface, no extra barrier to adsorption (so that the desorption barrier equals the binding energy), independent molecules, no reaction, no return from the gas and no diffusion between the surfaces.

A bound molecule attempts to escape \(\nu\) times per second, and each attempt succeeds with the Boltzmann probability \(p=e^{-E/kT}\). The chance that all \(\nu t\) attempts up to time \(t\) fail is

\[
(1-p)^{\nu t}=e^{\nu t\ln(1-p)}\simeq e^{-\nu p t}=e^{-t/\tau},
\qquad \tau=\frac{1}{\nu p}.
\]

The approximation is \(\ln(1-p)\simeq-p\), whose relative error is about \(p/2\). Here \(p_w=8.326\times10^{-11}\) and \(p_s=2.758\times10^{-15}\), so the error is negligible.

The probability of leaving between \(t\) and \(t+dt\) is \(e^{-t/\tau}dt/\tau\). Integration by parts gives the mean waiting time:

\[
\int_0^\infty t\,\frac{e^{-t/\tau}}{\tau}\,dt
=\Big[-t\,e^{-t/\tau}\Big]_0^\infty+\int_0^\infty e^{-t/\tau}dt
=0+\tau .
\]

This justifies the name residence time. The values are

\[
\tau_w=\frac{1}{10^{13}\times8.326\times10^{-11}}\ \text{s}=1.201\ \text{ms},
\qquad
\tau_s=\frac{1}{10^{13}\times2.758\times10^{-15}}\ \text{s}\approx36\ \text{s}.
\]

In the ratio the common prefactor cancels:

\[
\frac{\tau_s}{\tau_w}=e^{(E_s-E_w)/kT}=e^{0.4/0.038778}=3.02\times10^{4}.
\]

## The purge window

Let both surfaces start full, so that \(\theta_w=e^{-t/\tau_w}\) and \(\theta_s=e^{-t/\tau_s}\). Taking the logarithm of the first requirement, \(e^{-t/\tau_w}\le\varepsilon\), gives \(-t/\tau_w\le\ln\varepsilon\). Multiplication by \(-\tau_w\) reverses the inequality:

\[
t\ge\tau_w\ln\frac1\varepsilon=1.201\ \text{ms}\times6.908=8.30\ \text{ms}.
\]

The second requirement, \(e^{-t/\tau_s}\ge1-\delta\), gives in the same way

\[
t\le-\tau_s\ln(1-\delta)=36.25\ \text{s}\times0.05129=1.86\ \text{s}.
\]

In this basic model the answer is a purge between 8.3 ms and 1.86 s. The tempting range began about seven times too early and ended about twenty times too late. For small \(\delta\) the upper limit is nearly \(\delta\tau_s\): to keep 95% of the molecules, one may wait only about a twentieth of their residence time.

**When a window exists.** The lower limit must not exceed the upper one. Dividing one by the other gives

\[
\frac{\tau_s}{\tau_w}\ge\frac{\ln(1/\varepsilon)}{-\ln(1-\delta)}=\frac{6.908}{0.05129}\approx135.
\]

Inserting the ratio of residence times and taking the logarithm,

\[
E_s-E_w\ge kT\ln\!\left[\frac{\ln(1/\varepsilon)}{-\ln(1-\delta)}\right]=0.190\ \text{eV}.
\]

The actual difference, 0.4 eV, is about twice this. At fixed tolerances the required difference is proportional to \(T\). With equal prefactors it does not depend on \(\nu\), although the purge times themselves are inversely proportional to \(\nu\).

## Can the gas leave in 8 ms?

The lower limit assumes that nothing returns from the gas. A chamber needs time to lose its precursor, and until then the weak surface is being refilled. To see how much this matters, take a well-mixed chamber with these rough values: molecular mass 200 u, precursor pressure 0.1 Torr during the dose, sticking probability \(s=0.1\) on an empty site, \(n_a=3\) sites per nm², a 300 mm wafer divided equally between the surfaces, volume \(V=1\) L, and flush time constant \(\tau_g=0.05\) s. The gas is taken to be at the wafer temperature.

The dose has gas density \(n_0=P/kT=2.15\times10^{21}\) m⁻³ and mean molecular speed \(\bar v=\sqrt{8kT/\pi m}=218\) m/s. Kinetic theory gives \(n_0\bar v/4\) impacts per area and time. The arrival rate per empty site, sticking included, is therefore

\[
a=\frac{s\,n_0\bar v}{4n_a}
=\frac{0.1\times2.15\times10^{21}\times218}{4\times3\times10^{18}}\ \text{s}^{-1}
\approx3.90\times10^{3}\ \text{s}^{-1}.
\]

Each surface has area \(A=0.0353\) m². Its number of sites, divided by the number of gas molecules during the dose, is \(b=n_aA/(n_0V)=0.0494\).

Let \(x\) be the gas density relative to the dose. Each surface gains molecules on its empty sites and loses them by desorption. The gas is flushed out, and it also gains whatever the surfaces lose:

\[
\frac{d\theta_i}{dt}=a x(1-\theta_i)-\frac{\theta_i}{\tau_i},
\qquad
\frac{dx}{dt}=-\frac{x}{\tau_g}-b\left(\frac{d\theta_w}{dt}+\frac{d\theta_s}{dt}\right).
\]

During the dose \(x=1\), and the steady state follows from \(a(1-\theta_i)=\theta_i/\tau_i\), that is \(\theta_i=a\tau_i/(1+a\tau_i)\). With \(a\tau_w=4.69\) the weak surface starts at 0.824. The strong surface starts practically full.

Integrating the equations numerically gives a window from 0.51 s to 2.66 s. The lower limit has risen about sixtyfold. Both shifts can be understood by estimates.

**Lower limit.** The gas changes over 50 ms, much more slowly than \(\tau_w\). The weak surface therefore stays close to balance with the gas, \(\theta_w\simeq a\tau_wx/(1+a\tau_wx)\), which becomes \(a\tau_wx\) at low coverage. If flushing alone acted, \(x=e^{-t/\tau_g}\), and \(\theta_w=\varepsilon\) would be reached at

\[
t=\tau_g\ln\frac{a\tau_w}{\varepsilon}=0.05\ \text{s}\times\ln4690=0.42\ \text{s}.
\]

Molecules leaving the weak surface replenish the gas. At low coverage \(b\,d\theta_w/dt=ab\tau_w\,dx/dt\), so the gas equation without the strong surface becomes \((1+ab\tau_w)\,dx/dt=-x/\tau_g\). The flush time is stretched by \(1+0.0494\times4.69=1.23\). Applied to the whole decay, this factor gives 0.52 s. That is somewhat too much stretching, because near saturation \(\theta_w\) changes less with \(x\). Emission from the strong surface, left out of both estimates, delays clearing slightly and partly offsets this. The integrated value, 0.51 s, lies between the two estimates. Flushing, not desorption, sets the lower limit here.

**Upper limit.** Once the dose gas has gone, the remaining gas comes from the strong surface. Write \(u=1-\theta_s\) for its empty fraction. The gas density is then nearly steady. Its supply \(b\theta_s/\tau_s\) balances flushing and return to the strong surface:

\[
\frac{b\theta_s}{\tau_s}=x\left(\frac1{\tau_g}+abu\right)
\quad\Rightarrow\quad
x=\frac{b\theta_s/\tau_s}{1/\tau_g+abu}.
\]

Inserting this in the equation for \(\theta_s\) gives the net loss,

\[
\frac{du}{dt}=\frac{\theta_s}{\tau_s}-axu
=\frac{\theta_s}{\tau_s}\left(1-\frac{abu}{1/\tau_g+abu}\right)
=\frac{1-u}{\tau_s(1+cu)},
\]

with \(c=ab\tau_g=9.64\). Separate the variables and use \((1+cu)/(1-u)=-c+(1+c)/(1-u)\). The time to reach \(u=\delta\) from a full surface is

\[
t=\tau_s\big[-(1+c)\ln(1-\delta)-c\delta\big]
=36.25\ \text{s}\times(0.546-0.482)\approx2.3\ \text{s}.
\]

For \(c=0\) this returns the basic 1.86 s. The integration gives 2.66 s. The estimate omits the gas left from the dose, which keeps the strong surface nearly full at first, and this accounts for the further delay of about 0.35 s.

## A floor that longer purging barely lowers

The same steady gas density also feeds the weak surface, whose coverage becomes

\[
\theta_w\simeq a\tau_wx=\frac{c\,\tau_w}{\tau_s}\,\frac{1-u}{1+cu}.
\]

At 1.5 s this formula gives \(2.45\times10^{-4}\), and the integrated equations give \(2.47\times10^{-4}\). The basic model has nothing comparable. After 0.8 s, or 666 weak residence times, it predicts \(e^{-666}\), whereas the chamber model leaves \(2.9\times10^{-4}\).

The floor limits what may be demanded. At the last permitted moment, \(u=0.05\), it equals

\[
9.64\times\frac{1.201\times10^{-3}}{36.25}\times\frac{0.95}{1.482}\approx2.0\times10^{-4}.
\]

A demand of \(\varepsilon=10^{-4}\) with the same \(\delta\) therefore cannot be met by any purge time in this chamber, though the basic model would allow it easily. Since \(c\) is proportional to \(\tau_g\), faster flushing lowers the floor, while a longer purge lowers it only by depleting the strong surface.

## Choosing a purge, and the effect of temperature

A purge of 0.8 s lies inside the chamber window and also below the basic upper limit, so it does not rely on readsorption to protect the strong surface. A wafer may, however, be somewhat hotter or colder than intended. Differentiating \(\ln\tau=E/kT-\ln\nu\) gives

\[
\frac{d\ln\tau}{dT}=-\frac{E}{kT^2}.
\]

For the strong surface at 450 K this is \(-33.5/450\approx-0.074\) per kelvin, so 10 K changes its residence time by roughly a factor of two. With pressure, sticking, volume and flush time held fixed, the chamber model gives:

| \(T\) (K) | Window (s) | \(\theta_w\) after 0.8 s | \(\theta_s\) after 0.8 s |
|---|---|---|---|
| 440 | 0.58–5.32 | \(2.7\times10^{-4}\) | 0.995 |
| 450 | 0.51–2.66 | \(2.9\times10^{-4}\) | 0.988 |
| 460 | 0.46–1.45 | \(3.3\times10^{-4}\) | 0.976 |

The chosen purge meets both requirements at all three temperatures. Without readsorption the upper limit at 460 K would be 0.90 s, so the margin on the hot side is small if the returning gas is not counted on.

## A spread of binding energies

Real surfaces have steps, defects and varied neighbourhoods. Let the energy on each surface be \(E+y\), where \(y\) has a Gaussian distribution of mean zero and standard deviation \(\sigma\). The early loss is \(t\) times the mean desorption rate, which contains the average

\[
\left\langle e^{-y/kT}\right\rangle
=\int_{-\infty}^{\infty}\frac{dy}{\sqrt{2\pi}\,\sigma}\,
e^{-y^2/2\sigma^2-y/kT}
=e^{\sigma^2/2(kT)^2}.
\]

The last step completes the square:

\[
-\frac{y^2}{2\sigma^2}-\frac{y}{kT}
=-\frac{(y+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2},
\]

and the shifted Gaussian integrates to one. For \(\sigma=0.05\) eV the factor is 2.30. Without readsorption, the strong surface then loses 4.6% in 0.8 s instead of 2.2%, just within the allowed 5%. This is less than \(2.30\times2.2\%\approx5.1\%\), because a site can be emptied only once and the weakest sites run out first. Also without readsorption, the weak surface keeps \(3\times10^{-6}\) from its more strongly binding sites, well below \(\varepsilon\).

With readsorption the spread matters more. At low coverage and fixed gas density, the floor on the weak surface is proportional to the mean residence time, which contains \(\langle e^{y/kT}\rangle\). Since the Gaussian is symmetric, this is again 2.30, and it raises the floor at 0.8 s from \(2.9\times10^{-4}\) to about \(6.7\times10^{-4}\). Faster emission from the strong surface increases the gas density and raises the floor further. The margin below \(\varepsilon\) then vanishes. Integrating the chamber equations at 450 K with \(\sigma=0.05\) eV on both surfaces, the same sticking on all sites and each class of sites starting in balance with the dose, gives \(\theta_w\approx1.4\times10^{-3}\) and \(\theta_s\approx0.977\) after 0.8 s. The chosen purge no longer clears the weak surface, and the window narrows to about 1.32–1.49 s. A purge for such surfaces must therefore be chosen with both effects together.

## Patterned surfaces

So far the two surfaces exchanged molecules only through the gas. At a shared edge, molecules can also hop across. On a square lattice with hop length \(d\) and total hop rate \(\Gamma\), the mean square displacement after time \(t\) is \(\Gamma t d^2=4Dt\), so \(D=d^2\Gamma/4\). On the weak side, diffusion balanced against desorption gives \(D\,\theta_w''=\theta_w/\tau_w\) at low coverage. Its decaying solution is \(e^{-z/L}\), where \(z\) is the distance from the edge and \(L=\sqrt{D\tau_w}\). If hopping has the same prefactor and a barrier \(E_h\), then \(\Gamma\tau_w=e^{(E_w-E_h)/kT}\) and

\[
L=\frac d2\,e^{(E_w-E_h)/2kT}.
\]

A hop length of 0.3 nm and a rough barrier of 0.45 eV give \(L\approx50\) nm. The 3 sites per nm² assumed for the chamber would mean a spacing of 0.58 nm on a square lattice, and with that hop length \(L\) would be nearly twice as large.

To estimate the coverage beside the edge, assume local equilibrium there. Hops from strong to weak sites are slower than the reverse hops by \(e^{-(E_s-E_w)/kT}\), and each needs an empty target site. Equal traffic in both directions means

\[
\theta_s(1-\theta_w)\,e^{-(E_s-E_w)/kT}=\theta_w(1-\theta_s),
\]

which rearranges to

\[
\frac{\theta_w}{1-\theta_w}=\frac{\theta_s}{1-\theta_s}\,e^{-(E_s-E_w)/kT}.
\]

With the basic model's strong coverage after 0.8 s, \(\theta_s=0.978\), this gives \(\theta_w=1.5\times10^{-3}\). Within the basic model that is an upper estimate, because the leak also depletes the strong sites at the edge. With the chamber model's \(\theta_s=0.988\), the same formula would give \(2.7\times10^{-3}\). To hold this coverage for 0.8 s, the strong surface would have to supply the molecules of a strip of width \(\theta_wLt/\tau_w=1.5\times10^{-3}\times50\ \text{nm}\times666\approx50\) nm. It cannot do so without losing coverage near the edge, and the weak coverage there then falls below the estimate. Beside a wide weak area, the main danger is therefore to the strong surface, which loses molecules across the edge as well as to the gas. How far this loss reaches depends on how mobile the molecules are there. With the same hop length and barrier as on the weak surface, they diffuse over roughly \(\sqrt{Dt}=L\sqrt{t/\tau_w}\approx1.3\) µm in 0.8 s. A weak strip much narrower than \(L\) draws fewer molecules from the edge, and may itself stay above \(\varepsilon\). The window found for wide areas thus cannot be carried over unchecked to patterned features, even those a micrometre or two wide.

## The result beside a real process

The example resembles a small single-wafer deposition reactor in temperature, pressure and wafer size, but it describes no particular precursor. Its 50 ms flush time belongs to a compact, well-swept chamber. In about 1 Torr of inert gas the precursor diffuses only a few centimetres in that time, so the gas over a 300 mm wafer is not truly well mixed, and the window can vary across the wafer. A slower chamber raises the lower limit nearly in proportion to \(\tau_g\) as long as the floor stays well below \(\varepsilon\). Adsorption on walls and repeated readsorption in deep trenches are left out and would also delay clearing.

The prefactor is also uncertain. For large molecules, which gain freedom of motion on leaving the surface, it can be orders of magnitude above \(10^{13}\) s⁻¹. With \(10^{15}\) s⁻¹ on both surfaces and the energies unchanged, the basic window shrinks to 0.083–18.6 ms. Its ratio of limits is unchanged, but a 0.8 s purge would leave only 11% on the strong surface if nothing returned from the gas.

In atomic layer deposition the molecule is normally meant to react on the growth surface, an assumption broken here by treating its binding as reversible. Reaction moves the upper limit upward: each additional 0.1 eV of desorption barrier multiplies it by \(e^{0.1/0.038778}\approx13\) in the basic model. Reaction at defects of the weak surface works the other way. If appreciably more than one site in a thousand holds its molecule that firmly, no purge within the window meets \(\varepsilon=0.001\).

For wide areas and the stated inputs, the answer is thus 8.3 ms to 1.86 s if desorbed and leftover gas vanishes at once, and about 0.5 to 2.7 s in the example chamber, both for a single binding energy per surface. A spread of 0.05 eV narrows the chamber window to about 1.3 to 1.5 s. The numerical output below lists the values used.

## Computed values

```
Prefactor: 1e+13 1/s; temperature: 450 K
Binding energies weak, strong: 0.9, 1.3 eV
Thermal energy kT: 0.038778 eV
E/kT weak, strong: 23.209, 33.524
Escape probability per attempt weak, strong: 8.326e-11, 2.758e-15
Residence time weak: 1.2010e-03 s = 1.201 ms
Residence time strong: 36.25 s
Ratio of residence times: 3.019e+04
Allowed weak coverage: 0.001; allowed strong loss: 0.05
ln(1/eps): 6.9078; -ln(1-delta): 0.05129
Basic window lower limit: 8.2965e-03 s = 8.30 ms
Basic window upper limit: 1.860 s
Least energy difference for a window: 0.190 eV
Chosen purge: 0.8 s
Basic model, strong coverage after purge: 0.9782
Basic model, purge / weak residence time: 666
--- chamber model, rough inputs ---
Molecular mass: 200 u; pressure: 0.1 Torr
Sticking: 0.1; site density: 3.0 per nm2
Wafer diameter: 300 mm; volume: 1.0 L
Gas flush time constant: 0.05 s
Arrival rate per empty site during dose, a: 3.903e+03 1/s
Sites of one surface per gas molecule, b: 0.0494
440 K: start coverage weak, strong: 0.889, 1.00000
440 K: window with readsorption: 0.584 to 5.318 s
440 K: coverage after purge weak, strong: 2.69e-04, 0.9946
440 K: basic upper limit: 3.984 s
450 K: start coverage weak, strong: 0.824, 0.99999
450 K: window with readsorption: 0.510 to 2.659 s
450 K: coverage after purge weak, strong: 2.91e-04, 0.9881
450 K: basic upper limit: 1.860 s
460 K: start coverage weak, strong: 0.737, 0.99999
460 K: window with readsorption: 0.458 to 1.445 s
460 K: coverage after purge weak, strong: 3.26e-04, 0.9759
460 K: basic upper limit: 0.897 s
Weak coverage at 1.5 s, integrated: 2.473e-04; formula: 2.451e-04
--- other neglected effects, 450 K ---
Energy spread sigma: 0.05 eV; early loss factor: 2.30
Strong loss after purge without spread: 0.0218
Strong loss after purge with spread: 0.0455
Weak coverage after purge with spread: 3.1e-06
Prefactor 1e+15 1/s: strong residence time 0.363 s
  basic window: 0.0830 to 18.60 ms
  strong coverage after purge: 0.110
Hop length: 0.3 nm; hop barrier (rough): 0.45 eV
Diffusion length on weak surface: 49.7 nm
Weak coverage beside strong edge, local equilibrium: 1.48e-03
```
